**Folding of zincblende states to the chalcopyrite zone centre**

For c = 2a the chalcopyrite reciprocal lattice is (h, k, l/2) with h+k+l even, in units of 2π/a, where a is the cubic edge. Its zone centre receives the zincblende points Γ, X_z = (0,0,1), W = (1,0,1/2) and W' = (0,1,1/2). The program asserts the parity rule against the phase condition, finds the four classes by enumeration, and compares eight-atom with two-atom spectra at the zone centre and at a general wave vector, where the wrong X point fails. It also asserts that cation order of strength D has no direct Γ–X_z coupling, that the X-derived level follows second-order perturbation theory, and that its W weight and optical strength scale as D² and D⁴ for weak order. In the output for a gallium-phosphide-like model with D = 1 eV, the lowest zone-centre transition is at 2.18 eV, with about 3×10⁻⁵ of the optical strength of the Γ-derived one. The lowest conduction levels at the zone centre and at T = (0,0,1/2) differ by only 0.3 meV, far less than the splitting from a tetragonal strain of half a per cent, so folding alone does not settle whether the gap is direct.

## Check in Python

```python
# Result under test: for c = 2a the chalcopyrite reciprocal lattice is
# (h, k, l/2) with h+k+l even (units 2 pi/a), and its zone centre receives
# the zincblende points Gamma, X_z = (0,0,1), W = (1,0,1/2), W' = (0,1,1/2).
# Lengths are in units of the cubic edge a, wave vectors in 2 pi/a, energies in eV.
# D is the strength of the potential difference between cations A (+) and B (-).
import itertools
import numpy as np
from scipy import constants as sc

edge_nm = 0.545
kin = sc.hbar**2 / (2*sc.m_e) * (2*np.pi/(edge_nm*1e-9))**2 / sc.e
CUT = 21.0

fcc = np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
chal = np.array([[-.5, .5, 1], [.5, -.5, 1], [.5, .5, -1]])
rec_fcc = np.linalg.inv(fcc).T
rec_chal = np.linalg.inv(chal).T
GAMMA, XZ = np.zeros(3), np.array([0, 0, 1.])
W1, W2 = np.array([1, 0, .5]), np.array([0, 1, .5])
XX, XY, T = np.array([1., 0, 0]), np.array([0, 1., 0]), np.array([0, 0, .5])
folded = [GAMMA, XZ, W1, W2]
names = ["Gamma", "X_z", "W", "W'"]


def class_key(k):
    """Label of k modulo the zincblende reciprocal lattice."""
    return tuple(int(n) % 4 for n in np.round(4*(fcc @ k)))


# Parity rule against the defining phase condition on a fine grid of vectors
steps = np.arange(-2, 2.01, .25)
for k in itertools.product(steps, repeat=3):
    k = np.array(k)
    by_phase = np.allclose(np.exp(2j*np.pi*(chal @ k)), 1)
    h = np.array([k[0], k[1], 2*k[2]])
    by_parity = np.all(h == np.round(h)) and round(h.sum()) % 2 == 0
    assert by_phase == by_parity

# Classes found by enumeration
grid = np.array(list(itertools.product(range(-7, 8), repeat=3)))
found = {class_key(g) for g in grid @ rec_chal}
assert found == {class_key(k) for k in folded} and len(found) == 4
assert class_key(XX) not in found and class_key(XY) not in found
assert class_key(2*W1) == class_key(XZ)
assert class_key(3*W1) == class_key(W2) == class_key(-W1)
t_classes = {class_key(T + k) for k in folded}
assert class_key(XX) in t_classes and class_key(XY) in t_classes
volume_ratio = abs(np.linalg.det(chal)/np.linalg.det(fcc))
assert abs(volume_ratio - len(found)) < 1e-10


def nearest_count(k):
    """Number of zincblende reciprocal points nearest to k."""
    dist = np.linalg.norm(grid @ rec_fcc - k, axis=1)
    return int(np.sum(dist < dist.min() + 1e-8))


nearest = [nearest_count(k) for k in folded]
assert nearest == [1, 2, 4, 4]

# Atoms: (kind, position, ordering sign)
zinc_atoms = [("c", np.zeros(3), 0), ("a", np.full(3, .25), 0)]
cations = [(np.array([0, 0, 0.]), 1), (np.array([0, .5, .5]), 1),
           (np.array([0, 0, 1.]), -1), (np.array([0, .5, 1.5]), -1)]


def chal_atoms(u=.25):
    anions = [[u, .25, .25], [-u, .75, .25], [.75, u, 1.75], [.25, -u, 1.75]]
    return ([("c", p, s) for p, s in cations]
            + [("a", np.array(p), 0) for p in anions])


def bonds(u):
    """Bond lengths to A and B; also checks two A and two B neighbours."""
    lengths = {1: [], -1: []}
    cells = np.array(list(itertools.product(range(-4, 5), repeat=3))) @ chal
    for kind, pos, _ in chal_atoms(u):
        if kind == "a":
            for p, s in cations:
                d = np.linalg.norm(cells + p - pos, axis=1)
                lengths[s] += list(d[d < .6])
    assert len(lengths[1]) == len(lengths[-1]) == 8
    assert np.ptp(lengths[1]) < 1e-10 and np.ptp(lengths[-1]) < 1e-10
    return lengths[1][0]*edge_nm, lengths[-1][0]*edge_nm


# Round form factors (eV) at squared wave vectors, joined by straight lines
SYM = ([0, 3, 8, 11, 12], [-3.0, -3.0, 0.4, 1.0, 0.0])
ANTI = ([0, 3, 4, 11, 12], [1.6, 1.6, 1.0, 0.3, 0.0])


def basis(rec, k, cut=CUT):
    q = grid @ rec + k
    return q[np.sum(q*q, axis=1) <= cut + 1e-9]


def hamiltonian(q, atoms, D=0.0):
    norm2 = np.sum(q*q, axis=1)
    dq2 = np.maximum(norm2[:, None] + norm2[None] - 2*q @ q.T, 0)
    sym, anti = np.interp(dq2, *SYM), np.interp(dq2, *ANTI)
    order = D*np.exp(-dq2/4)
    n_cat = sum(kind == "c" for kind, _, _ in atoms)
    H = np.diag(kin*norm2).astype(complex)
    for kind, pos, sign in atoms:
        phase = np.exp(-2j*np.pi*(q @ pos))
        v = sym + anti + sign*order if kind == "c" else sym - anti
        H += v*np.outer(phase, phase.conj())/(2*n_cat)
    return H


def zinc_levels(k, cut=CUT):
    return np.linalg.eigvalsh(hamiltonian(basis(rec_fcc, k, cut), zinc_atoms))


# Folding of the spectrum at the zone centre and at a general wave vector
q0 = basis(rec_chal, GAMMA)
H0 = hamiltonian(q0, chal_atoms())
host = [zinc_levels(k) for k in folded]
big = np.linalg.eigvalsh(H0)
union = np.sort(np.concatenate(host))
assert len(big) == len(union)
err_centre = np.max(abs(big - union))
assert err_centre < 1e-8
kg = np.array([.10, .07, .03])
big_g = np.linalg.eigvalsh(hamiltonian(basis(rec_chal, kg), chal_atoms()))
union_g = np.sort(np.concatenate([zinc_levels(kg + k) for k in folded]))
err_general = np.max(abs(big_g - union_g))
wrong = np.sort(np.concatenate([zinc_levels(kg + k) for k in [GAMMA, XX, W1, W2]]))
err_wrong = np.max(abs(big_g[:24] - wrong[:24]))
assert err_general < 1e-8 and err_wrong > 1e-3

vbm = host[0][3]
cond = [e[4] - vbm for e in host]
assert 0 < cond[1] < cond[0] and cond[1] < cond[2]

# Fourier weights of the cation order
weights = [abs(sum(s*np.exp(-2j*np.pi*(k @ p)) for p, s in cations)/4)**2
           for k in folded]
assert np.allclose(weights, [0, 0, .5, .5], atol=1e-12)

keys = [class_key(q) for q in q0]
index = [np.array([i for i, x in enumerate(keys) if x == class_key(k)])
         for k in folded]


def ordered(D, u=.25):
    """Levels, class weights, X- and Gamma-derived states, optical strengths."""
    e, c = np.linalg.eigh(hamiltonian(q0, chal_atoms(u), D))
    w = np.array([np.sum(abs(c[i])**2, axis=0) for i in index])
    nx = next(n for n in range(16, 60) if w[1, n] > .5)
    ng = next(n for n in range(16, 60) if w[0, n] > .5)

    def strength(n):
        return np.array([4*kin*np.sum(abs(c[:, n].conj()
                         @ (q0[:, [j]]*c[:, 13:16]))**2) for j in range(3)])
    return e, w, nx, ng, strength(nx), strength(ng)


# First-order couplings and the second-order shift of the X-derived level
D_test = 0.2
V = hamiltonian(q0, chal_atoms(), D_test) - H0
gx_coupling = np.max(abs(V[np.ix_(index[0], index[1])]))
gw_coupling = np.max(abs(V[np.ix_(index[0], index[2])]))
assert gx_coupling < 1e-12 < 1e-3 < gw_coupling
ex, cx = np.linalg.eigh(H0[np.ix_(index[1], index[1])])
terms = []
for i in index[2:]:
    ew, cw = np.linalg.eigh(H0[np.ix_(i, i)])
    m = cw.conj().T @ V[np.ix_(i, index[1])] @ cx[:, 4]
    terms.append(abs(m)**2/(ex[4] - ew))
terms = np.concatenate(terms)
weak, half, none = ordered(D_test), ordered(D_test/2), ordered(0.0)
shift = weak[0][weak[2]] - ex[4]
assert abs(shift - terms.sum()) < .03*np.sum(abs(terms))

# Scaling with the ordering strength (next corrections are relative order D^2)
w_ratio = weak[1][2:, weak[2]].sum()/half[1][2:, half[2]].sum()
s_ratio = weak[4].sum()/half[4].sum()
assert none[4].sum() < 1e-10
assert abs(w_ratio/4 - 1) < .05 and abs(s_ratio/16 - 1) < .05

# Worked example
D = 1.0
e, w, nx, ng, sx, sg = ordered(D)
assert sx[2] < 1e-8*sx[:2].sum()
H1 = hamiltonian(q0, chal_atoms(), D) - H0
i0 = int(np.argmin(np.linalg.norm(q0, axis=1)))
iw = int(np.argmin(np.linalg.norm(q0 - W1, axis=1)))
eT = np.linalg.eigvalsh(hamiltonian(basis(rec_chal, T), chal_atoms(), D))

# Sizes of neglected effects
u_shift = .26
ideal_bond = bonds(.25)
bond_A, bond_B = bonds(u_shift)
ed, wd, nxd, ngd, sxd, sgd = ordered(D, u_shift)
Xi_u, c_over_a = 7.0, 1.99
strain_split = Xi_u*(c_over_a/2 - 1)
so_split = 0.08
kT = sc.k*300/sc.e
qx = basis(rec_fcc, XZ)
ts = np.linspace(.7, 1, 31)
line = np.array([np.linalg.eigvalsh(hamiltonian(qx + [0, 0, t - 1],
                 zinc_atoms))[4] for t in ts])
best = int(np.argmin(line))
gap_fine = zinc_levels(XZ, 35.)[4] - zinc_levels(GAMMA, 35.)[3]

print("Reciprocal primitive vectors (2pi/a):")
for b in rec_chal:
    print("  ", " ".join(f"{x + 0.0:.2f}" for x in np.round(b, 8)))
print(f"cell volume ratio chalcopyrite/zincblende: {volume_ratio:.3f}")
print(f"edge a = {edge_nm:.3f} nm, c = {2*edge_nm:.3f} nm")
print(f"2pi/a = {2*np.pi/edge_nm:.3f} 1/nm; its kinetic energy {kin:.3f} eV")
print("symmetric form factors at q^2=3,8,11 (eV):", *SYM[1][1:4])
print("antisymmetric ones at q^2=3,4,11 (eV):", *ANTI[1][1:4])
print(f"cutoff q^2 = {CUT:.0f}; plane waves in large cell: {len(q0)}")
for n, k, m, E, f in zip(names, folded, nearest, cond, weights):
    print(f"{n} {k}: nearest points {m}, lowest conduction {E:.3f} eV,"
          f" order weight {f:.2f}")
print(f"top valence (eV, from Gamma top): X {host[1][3]-vbm:.3f},"
      f" W {host[2][3]-vbm:.3f}")
print(f"second X conduction level: {host[1][5]-vbm:.3f} eV")
print(f"spectrum mismatch, zone centre: {err_centre:.1e} eV")
print(f"spectrum mismatch, general k {kg}: {err_general:.1e} eV")
print(f"same with wrong point X_x (lowest 24): {err_wrong:.3f} eV")
print(f"test D = {D_test} eV: max Gamma-X coupling {gx_coupling:.1e} eV")
print(f"  max Gamma-W coupling {gw_coupling:.4f} eV")
print(f"  X level shift {shift*1e3:.4f} meV, second order"
      f" {terms.sum()*1e3:.4f} meV")
print(f"doubling D from {D_test/2} eV: W weight x {w_ratio:.3f},"
      f" optical strength x {s_ratio:.3f}")
print(f"Example D = {D:.1f} eV: coupling of q=0 to q=W {abs(H1[i0, iw]):.4f} eV")
print(f"X-derived transition energy: {e[nx]-e[15]:.3f} eV")
print(f"Gamma-derived transition energy: {e[ng]-e[15]:.3f} eV")
print("X-derived state, weights Gamma,X,W,W':",
      " ".join(f"{x:.2e}" for x in w[:, nx]))
print("Gamma-derived state, weights Gamma,X,W,W':",
      " ".join(f"{x:.2e}" for x in w[:, ng]))
print("X-derived optical strength 2|p|^2/m, x,y,z (eV):",
      " ".join(f"{x:.2e}" for x in sx))
print("Gamma-derived optical strength, x,y,z (eV):",
      " ".join(f"{x:.3f}" for x in sg))
print(f"strength ratio X-derived/Gamma-derived: {sx.sum()/sg.sum():.2e}")
print(f"lowest conduction above valence top at centre: {e[16]-e[15]:.4f} eV")
print(f"lowest conduction at T above same top: {eT[16]-e[15]:.4f} eV")
print("Neglected effects:")
print(f"ideal bond {ideal_bond[0]:.4f} nm; u = {u_shift}: A {bond_A:.4f} nm,"
      f" B {bond_B:.4f} nm")
print(f"  X-derived energy then {ed[nxd]-ed[15]:.3f} eV,"
      f" strength ratio {sxd.sum()/sgd.sum():.2e}")
print(f"c/a = {c_over_a}, deformation potential {Xi_u} eV:"
      f" X_z minus X_x,y {strain_split*1e3:.1f} meV")
print(f"spin-orbit splitting {so_split*1e3:.0f} meV (rough input):"
      f" valence top rises {so_split/3*1e3:.1f} meV")
print(f"thermal energy at 300 K: {kT*1e3:.1f} meV")
print(f"host minimum on Gamma-X line at {ts[best]:.2f} (2pi/a),"
      f" {1e3*(line[-1]-line[best]):.1f} meV below X")
print(f"host Gamma-X gap with cutoff 35: {gap_fine:.3f} eV")
print("OK")
```

Printed output:

```
Reciprocal primitive vectors (2pi/a):
   0.00 1.00 0.50
   1.00 0.00 0.50
   1.00 1.00 0.00
cell volume ratio chalcopyrite/zincblende: 4.000
edge a = 0.545 nm, c = 1.090 nm
2pi/a = 11.529 1/nm; its kinetic energy 5.064 eV
symmetric form factors at q^2=3,8,11 (eV): -3.0 0.4 1.0
antisymmetric ones at q^2=3,4,11 (eV): 1.6 1.0 0.3
cutoff q^2 = 21; plane waves in large cell: 421
Gamma [0. 0. 0.]: nearest points 1, lowest conduction 2.714 eV, order weight 0.00
X_z [0. 0. 1.]: nearest points 2, lowest conduction 2.193 eV, order weight 0.00
W [1.  0.  0.5]: nearest points 4, lowest conduction 5.359 eV, order weight 0.50
W' [0.  1.  0.5]: nearest points 4, lowest conduction 5.359 eV, order weight 0.50
top valence (eV, from Gamma top): X -2.316, W -2.919
second X conduction level: 2.670 eV
spectrum mismatch, zone centre: 4.4e-13 eV
spectrum mismatch, general k [0.1  0.07 0.03]: 4.2e-13 eV
same with wrong point X_x (lowest 24): 0.222 eV
test D = 0.2 eV: max Gamma-X coupling 2.2e-16 eV
  max Gamma-W coupling 0.0517 eV
  X level shift -0.7411 meV, second order -0.7410 meV
doubling D from 0.1 eV: W weight x 4.000, optical strength x 15.994
Example D = 1.0 eV: coupling of q=0 to q=W 0.2587 eV
X-derived transition energy: 2.176 eV
Gamma-derived transition energy: 2.667 eV
X-derived state, weights Gamma,X,W,W': 3.87e-06 9.96e-01 2.21e-03 2.21e-03
Gamma-derived state, weights Gamma,X,W,W': 9.78e-01 2.36e-06 1.09e-02 1.09e-02
X-derived optical strength 2|p|^2/m, x,y,z (eV): 7.38e-04 7.38e-04 1.16e-29
Gamma-derived optical strength, x,y,z (eV): 18.040 18.040 18.189
strength ratio X-derived/Gamma-derived: 2.72e-05
lowest conduction above valence top at centre: 2.1757 eV
lowest conduction at T above same top: 2.1760 eV
Neglected effects:
ideal bond 0.2360 nm; u = 0.26: A 0.2392 nm, B 0.2329 nm
  X-derived energy then 2.162 eV, strength ratio 1.76e-05
c/a = 1.99, deformation potential 7.0 eV: X_z minus X_x,y -35.0 meV
spin-orbit splitting 80 meV (rough input): valence top rises 26.7 meV
thermal energy at 300 K: 25.9 meV
host minimum on Gamma-X line at 1.00 (2pi/a), 0.0 meV below X
host Gamma-X gap with cutoff 35: 2.206 eV
OK
```
